# Chebyshev Degree of Thermal and Real-Time Propagators: Square Root Against Linear

## Two propagators, two wrong degrees

A Chebyshev expansion turns $e^{-\beta H}$ or $e^{-iHt}$ into repeated multiplications by $H$, one per degree. The degree must be fixed somehow, and a rule carried over from one propagator to the other goes wrong in both directions.

Take an electron on a grid whose Hamiltonian has spectral width $W=396.8$ eV, with $\beta=4$ eV$^{-1}$. The real-time rule "somewhat more than $\beta W/2$" asks for over 800 multiplications, where 138 give an error of $10^{-6}$. The reverse mistake ruins the result. At $Wt/2=100$ a real-time series cut at degree 80 has a maximum error of 1.22, for an operator of norm 1, although degree 49 is enough for the thermal operator with $\beta W/2=100$.

The thermal degree grows as $\sqrt{\beta W\ln(1/\epsilon)}$ and the real-time degree as $Wt/2$. Both laws are derived here with their first corrections and conditions.

## Setting and conventions

Atomic units are used in the algebra, so $\hbar=1$. Let the spectrum of $H$ lie in $[E_0,E_0+W]$, with $E_0$ the lowest eigenvalue. Define $X$ by

$$H=E_0+\frac W2+\frac W2X,\qquad z=\frac{\beta W}{2},\qquad \tau=\frac{Wt}{2}.$$

The spectrum of $X$ lies in $[-1,1]$, and $x=-1$ is the ground state. Then

$$e^{-\beta(H-E_0)}=e^{-z}e^{-zX},\qquad e^{-iHt}=e^{-i(E_0+W/2)t}\,e^{-i\tau X}.$$

The phase in front of the second operator costs nothing and is dropped from now on. Both operators have norm 1, and errors are measured against that 1. The shift by $E_0$ in the thermal case matters, as shown below.

The degree $K$ is the smallest one from which the maximum error on $[-1,1]$ stays at or below $\epsilon$. I write $L=\ln(1/\epsilon)$.

With $x=\cos\theta$ we have $T_k(x)=\cos k\theta$, so a Chebyshev series is a Fourier series in $\theta$.

**Thermal coefficients.** Multiply two exponential series:

$$e^{z\cos\theta}=e^{(z/2)e^{i\theta}}e^{(z/2)e^{-i\theta}}=\sum_{k=-\infty}^{\infty}I_k(z)e^{ik\theta},\qquad I_k(z)=\sum_{m\ge0}\frac{(z/2)^{2m+k}}{m!\,(m+k)!}\quad(k\ge0),$$

with $I_{-k}=I_k$. Every $I_k$ is positive for $z>0$. Replacing $\theta$ by $\pi-\theta$ changes the sign of the cosine and gives a factor $(-1)^k$:

$$e^{-z}e^{-zx}=e^{-z}I_0(z)+2\sum_{k\ge1}(-1)^ke^{-z}I_k(z)\,T_k(x).$$

**Real-time coefficients.** Start from $e^{i\tau\sin\varphi}=\sum_kJ_k(\tau)e^{ik\varphi}$ and put $\varphi=\theta-\pi/2$. Then $\sin\varphi=-\cos\theta$ and $e^{-ik\pi/2}=(-i)^k$. Since $J_{-k}=(-1)^kJ_k$, the terms $k$ and $-k$ have equal coefficients, and

$$e^{-i\tau x}=J_0(\tau)+2\sum_{k\ge1}(-i)^kJ_k(\tau)\,T_k(x).$$

## The thermal error is a tail probability

Let $p_k=e^{-z}I_{|k|}(z)$. These numbers are positive, and the generating function at $\theta=0$ shows that they sum to 1. The omitted terms are at most $2\sum_{k>K}p_k$ in size, because $|T_k|\le1$. At $x=-1$ we have $T_k=(-1)^k$, all signs cancel, and the bound is reached. So

$$\mathcal E_K=2\sum_{k>K}p_k=P(|k|>K).$$

The maximum error sits at the ground state, so it is also the operator error for $H$ itself. It remains to find how wide $p_k$ is.

## Bessel asymptotics from a saddle point

Write

$$p_k=\frac1{2\pi}\int_{-\pi}^{\pi}e^{z(\cos\theta-1)-ik\theta}\,d\theta .$$

The integrand is periodic and entire, so the contour may be moved to $\theta=\phi-ia$; the two vertical sides cancel. With $\cos(\phi-ia)=\cos\phi\cosh a+i\sin\phi\sinh a$ the exponent becomes

$$z(\cosh a\cos\phi-1)-ka+i(z\sinh a\,\sin\phi-k\phi).$$

Choose $z\sinh a=k$, which removes the phase linear in $\phi$. With $u=k/z$ this means $a=\operatorname{arsinh}u$ and $\cosh a=\sqrt{1+u^2}$. At $\phi=0$ the exponent is $-z\,r(u)$, where

$$r(u)=u\operatorname{arsinh}u-\sqrt{1+u^2}+1 .$$

The quadratic term is $-\tfrac12\sqrt{z^2+k^2}\,\phi^2$. The remaining phase $k(\sin\phi-\phi)$ is of order $k\phi^3$, which over the width of the Gaussian is at most of order $z^{-1/2}$. The Gaussian integral gives

$$p_k\approx\frac{e^{-z\,r(k/z)}}{\sqrt{2\pi\sqrt{z^2+k^2}}} .$$

Differentiation gives $r'(u)=\operatorname{arsinh}u$ and $r''(u)=(1+u^2)^{-1/2}$. With $r(0)=r'(0)=0$,

$$z\,r(k/z)=\frac{k^2}{2z}-\frac{k^4}{24z^3}+\dots$$

For $k\ll z^{3/4}$ the quartic term is negligible and $p_k\approx e^{-k^2/2z}/\sqrt{2\pi z}$.

At $z=1000$, $k=100$ the Bessel value is $8.516\times10^{-5}$. The saddle formula is low by about 0.01%, the Gaussian by 0.18%. The latter figure is mostly the quartic term, $k^4/24z^3=0.42\%$, less the change of the prefactor, $k^2/4z^2=0.25\%$.

## The square-root law and its first correction

The Gaussian limit of the whole distribution follows from the generating function at $\theta=s$:

$$\sum_kp_ke^{iks}=e^{-z(1-\cos s)}\;\longrightarrow\;e^{-q^2/2}\qquad\text{at } s=q/\sqrt z,\; z\to\infty .$$

Convergence of characteristic functions implies convergence of the distribution, so $k/\sqrt z$ becomes a standard normal variable. With $K/\sqrt z$ held fixed,

$$\mathcal E_K\to\operatorname{erfc}\!\left(\frac{K}{\sqrt{2z}}\right).$$

The right side decreases strictly with $K$. A degree larger than the solution of $\operatorname{erfc}=\epsilon$ by a fixed fraction is therefore eventually enough, and one smaller by a fixed fraction is eventually too small. Since $2z=\beta W$,

$$K=\sqrt{\beta W}\,\operatorname{erfc}^{-1}(\epsilon)\,[1+o(1)]\qquad(\epsilon\text{ fixed},\ \beta W\to\infty).$$

For small $\epsilon$ the inverse function can be expanded. Integration by parts gives, for large $v$,

$$\operatorname{erfc}(v)=\frac2{\sqrt\pi}\int_v^\infty e^{-s^2}ds\approx\frac{e^{-v^2}}{v\sqrt\pi}.$$

Setting this equal to $\epsilon$ and taking logarithms yields $v^2+\tfrac12\ln(\pi v^2)=L$. At leading order $v^2=L$. Inserting this in the logarithm gives $v^2\approx L-\tfrac12\ln(\pi L)$, and the square root gives

$$v\approx\sqrt L\left[1-\frac{\ln(\pi L)}{4L}\right].$$

A second correction comes from finite bandwidth, through the quartic term in the exponent. Let $K_0^2=2zL$ and $K=K_0(1+\delta)$. The condition $K^2/2z-K^4/24z^3=L$ becomes, to first order, $K_0^2\delta/z=K_0^4/24z^3$. Hence $\delta=K_0^2/24z^2=L/12z=L/(6\beta W)$. Together,

$$\boxed{K\approx\sqrt{\beta W L}\left[1-\frac{\ln(\pi L)}{4L}+\frac{L}{6\beta W}\right],\qquad 1\ll L\ll\beta W.}$$

The accuracy of this formula is relative, not to one unit. The neglected terms in the expansion of $\operatorname{erfc}^{-1}$ are multiplied by $\sqrt{\beta W}$: at $\beta W=2\times10^6$, $\epsilon=10^{-6}$ it gives 4897.9, while the true degree is 4892 and $\sqrt{\beta W}\operatorname{erfc}^{-1}(\epsilon)=4891.6$. The bandwidth term amounts to $L^{3/2}/6\sqrt{\beta W}$ units and exceeds one unit only when $L^3>36\,\beta W$. At $\beta W=2000$, $\epsilon=10^{-50}$ it adds 4.6, and the formula gives 478.3 for a true degree of 478.

For $\epsilon=10^{-6}$, $L=13.82$ and $\sqrt L=3.717$. The first correction lowers this to 3.463; the inverse error function is 3.459. The bare root law is thus about 7% too high at this tolerance, and the excess fades slowly. At $\beta W=60000$ the ratio of the true degree to $\sqrt{\beta WL}$ is 0.930 for $\epsilon=10^{-6}$, 0.959 for $10^{-12}$ and 0.997 for $10^{-200}$. The last tolerance is of mathematical interest only, but it shows both corrections: with $L=460.5$ they are $-0.0040$ and $+0.0013$, which give 0.997.

## A guaranteed degree

An asymptotic law is not a guarantee at finite $z$. For any $a>0$ and $\kappa\le K+1$, each $k>K$ satisfies $e^{a(k-\kappa)}\ge1$. Therefore

$$\mathcal E_K\le2\sum_{k}p_ke^{a(k-\kappa)}=2e^{z(\cosh a-1)-a\kappa}.$$

The choice $\sinh a=\kappa/z$ turns the right side into $2e^{-z\,r(\kappa/z)}$. For $0\le u\le1$, $r''(u)\ge1-u^2/2$; integrating twice, $r(u)\ge u^2/2-u^4/24\ge11u^2/24$. The error is then at most $\epsilon$ if

$$K+1\ge\kappa=\sqrt{\tfrac{12}{11}\,\beta W\ln(2/\epsilon)},\qquad\text{provided }\kappa\le\frac{\beta W}{2}.$$

## Where the square root fails

**Small $\beta W$.** If $K\gg z$, then $r(u)\approx u\ln(2u)-u$, and the exponent is $K\ln(2K/ez)$ instead of $K^2/2z$. The degree is then set by $L$ divided by a slowly varying logarithm. For $\beta W=1$ and $\epsilon=10^{-12}$ the true degree is 9, while the root law gives 5.3, which is too few.

**Wrong normalization.** Suppose the absolute error $\epsilon$ is demanded of $e^{-\beta(H-E_0-W/2)}=e^{-zX}$. Its norm is $e^z$, so this is the demand $\mathcal E_K\le\epsilon e^{-z}$. The exponent must now satisfy $z\,r(K/z)\approx z+L$. For $z\gg L$ this is $r(u)=1$, or

$$u\operatorname{arsinh}u=\sqrt{1+u^2},\qquad u\approx1.509 ,$$

and the degree is linear, $K\approx1.509\,z$. Between $z=150$ and $z=600$ the degree rises from 235 to 914, a slope of $679/450=1.509$. The square root therefore belongs to accuracy relative to the largest Boltzmann factor.

**High-lying states.** Accuracy relative to 1 is not relative accuracy at each energy. At $z=100$ and $K=49$ the error at the top of the interval is $2\times10^{-7}$, while the true value there is $e^{-200}\approx10^{-87}$. This is harmless if the vector has a reasonable weight at low energy. It is not harmless if the result is later divided by its own small high-energy components.

## Real time: why the degree must be linear

The weights are now $J_k^2$. By Parseval's relation,

$$\sum_kJ_k(\tau)^2e^{iks}=\frac1{2\pi}\int_{-\pi}^{\pi}e^{i\tau[\sin(\varphi+s)-\sin\varphi]}d\varphi=J_0\!\left(2\tau\sin\frac s2\right),$$

because the bracket equals $2\sin(s/2)\cos(\varphi+s/2)$. At $s=0$ the weights sum to 1. At $s=q/\tau$ and large $\tau$ the right side tends to $J_0(q)$, the average of $e^{iq\cos\varphi}$ over a uniform angle. So $k/\tau$ is distributed like $\cos\varphi$, and for $0<c<1$

$$2\sum_{k>c\tau}J_k(\tau)^2\to\frac2\pi\arccos c .$$

For $\tau=2000$ and $c=0.9$ the sum is 0.286 and the limit 0.287.

This weight limits every polynomial $P$ of degree $K$, not just the truncated series. Let $g(\theta)=e^{-i\tau\cos\theta}-P(\cos\theta)$. Subtracting $P$ cannot change the coefficients $c_k=2(-i)^kJ_k$ with $k>K$, and each contributes $\tfrac12|c_k|^2=2J_k^2$ to the mean square:

$$\max|g|^2\ge\frac1\pi\int_0^\pi|g|^2d\theta\ge2\sum_{k>K}J_k(\tau)^2 .$$

At $\tau=100$, $K=80$ the right side is 0.41, so the maximum error $\max|g|$ of any polynomial of that degree is at least $\sqrt{0.41}=0.64$. The Chebyshev series has error 1.22, and a least-squares polynomial of the same degree 1.19. The floor is not sharp here: $P=0$ has error 1, and the best polynomial of degree 80 improves on that by no more than about 0.001. For fixed $\epsilon<1$ it follows that, as $\tau$ grows, $K/\tau$ cannot stay below any fixed number smaller than $\cos(\pi\epsilon^2/2)$. For $\epsilon=10^{-6}$ this cosine is 1 for all practical purposes.

The statement concerns the whole interval. A matrix with $N$ distinct eigenvalues is reproduced by an interpolating polynomial of degree $N-1$, but that polynomial depends on the whole spectrum, whereas the Chebyshev coefficients depend only on its two end points and on $t$.

For the upper side, shift the contour of $J_k=\frac1{2\pi}\int e^{i(\tau\sin\varphi-k\varphi)}d\varphi$ to $\varphi=\psi-ia$. The real part of the exponent is $\tau\cos\psi\sinh a-ka$, so $|J_k|\le e^{\tau\sinh a-ka}$. Summing the geometric series over $k\ge K+1$, the error is at most $\epsilon$ if

$$K+1\ge\frac1a\left[\tau\sinh a+\ln\frac{2}{(1-e^{-a})\,\epsilon}\right]\qquad\text{for some }a>0 .$$

Divide by $\tau$ and let $\tau\to\infty$: $K/\tau$ is eventually no larger than $\sinh a/a$, up to a vanishing term. As $a$ can be taken small, the slope is at most 1. Together with the lower bound this gives $K\approx Wt/2$ for small $\epsilon$.

## The first correction in real time

Near $k=\tau$ the phase in the integral for $J_k$ is stationary at small $\varphi$:

$$\tau\sin\varphi-k\varphi\approx-(k-\tau)\varphi-\frac{\tau\varphi^3}{6}.$$

Set $\varphi=(2/\tau)^{1/3}s$ and $k=\tau+(\tau/2)^{1/3}y$. The phase becomes $-(ys+s^3/3)$, which is the Airy integral:

$$J_k(\tau)\approx\left(\frac2\tau\right)^{1/3}\operatorname{Ai}(y).$$

To turn this into an error, look at $x=0$. There $T_k$ vanishes for odd $k$ and equals $(-1)^{k/2}$ for even $k$, which cancels the sign of $(-i)^k$. The omitted even terms all add, giving $2\sum_{k>K,\,\text{even}}J_k$. For large $\tau$, $J_k$ changes little from one $k$ to the next near the turning point, so this approaches $\sum_{k>K}J_k$, and the sum becomes an integral over $y$. At $\tau=100$, $K=124$ the two sums still differ by about a third. The point $x=0$ is not always the worst one. At $\theta=\pi/2-\delta$ the even terms carry $\cos k\delta$ and the odd terms $\sin k\delta$, so at $x\approx\pi/2K$ the omitted odd terms add in phase instead. The maximum error is close to the larger of the two parity sums, the one that contains $J_{K+1}$. At $\tau=100$, $K=124$ it is $1.05\times10^{-6}$ near $x=\pi/2K$, against $5.1\times10^{-7}$ at $x=0$ and $\sum_{k>K}J_k=7.8\times10^{-7}$. Both parity sums approach $\sum_{k>K}J_k$ for large $\tau$, so at leading order I take that sum as the maximum error. The condition is

$$\int_y^\infty\operatorname{Ai}(y')\,dy'=\epsilon,\qquad \boxed{K\approx\frac{Wt}2+\left(\frac{Wt}{4}\right)^{1/3}y .}$$

For $\epsilon=10^{-6}$, $y=6.52$. For very small $\epsilon$, $\operatorname{Ai}$ falls as $e^{-2y^{3/2}/3}$, so $y\approx(3L/2)^{2/3}$; at $L=13.82$ this cruder form gives 7.5. The estimate needs an excess small compared with $\tau$, hence $L\ll\tau$.

The degrees on the full interval for $\epsilon=10^{-6}$ are:

| $z=\tau$ | thermal $K$ | real-time $K$ | Airy estimate |
|---|---|---|---|
| 100 | 49 | 125 | 124.0 |
| 400 | 98 | 439 | 438.1 |
| 1600 | 196 | 1661 | 1660.5 |
| 6400 | 391 | 6497 | 6496.1 |

In the last step, four times the argument multiplies the thermal degree by 1.995 and the real-time degree by 3.91. The second factor is still below 4 because the excess grows only as $\tau^{1/3}$.

## Diffusion against ballistic motion

Differentiate the generating function $e^{-z(1-\cos\theta)}$ with respect to $z$ and compare coefficients of $e^{ik\theta}$:

$$\frac{dp_k}{dz}=\frac{p_{k+1}+p_{k-1}}2-p_k .$$

This is a random walk on the ladder of degrees, with $z$ as time. The same operation on $e^{-i\tau\cos\theta}$, with $\psi_k=(-i)^kJ_k(\tau)$, gives

$$i\frac{d\psi_k}{d\tau}=\frac{\psi_{k+1}+\psi_{k-1}}2 ,$$

a quantum particle hopping on the same ladder, with dispersion $\cos\theta$ and greatest speed 1. The walker spreads as $\sqrt z$, the particle as $\tau$.

One consequence concerns splitting. Dividing $\beta$ into $n$ steps at the same tolerance per step costs $n\sqrt{\beta W/n}=\sqrt n\sqrt{\beta W}$ in place of $\sqrt{\beta W}$, as long as each step still has $\beta W/n\gg L$; shorter steps cost more than this. One long thermal expansion is therefore cheaper. In real time the leading cost $Wt/2$ is unchanged, and only the excess is paid repeatedly.

## An electron on a grid

Consider one electron in the well $V(x)=-(20\text{ eV})\,e^{-(x/2\,\text{Å})^2}$, here with $x$ the position, on a three-point finite-difference grid from $-15$ to 15 Å, with hard walls one spacing beyond the end points. At spacing $h=0.2$ Å, $E_0=-16.00$ eV and $W=396.8$ eV. The tolerance is $10^{-6}$, and the degrees come from the actual operator error of the matrix recursion.

For $\beta=4$ eV$^{-1}$, $\beta W=1587$ and $\sqrt{\beta W}=39.84$. The estimate is $39.84\times3.459=137.8$, and the required degree is 138. The bare root law gives $39.84\times3.717=148.1$. The guaranteed value is $\kappa=158.5$, so $K=158$ is certain to suffice.

For $t=4\,\hbar/\text{eV}$, which is 2.63 fs, $\tau=793.5$. The excess is $(396.8)^{1/3}\times6.52=47.9$, so the estimate is 841.4; the required degree is 842. Real time thus costs 6.1 times as much as imaginary time of the same length.

Taking $\beta=1$, 4 and 16 eV$^{-1}$ gives thermal degrees 69, 138 and 276, a doubling each time. The corresponding real-time degrees are 229, 842 and 3251.

Now halve the spacing to 0.1 Å at $\beta=4$ eV$^{-1}$. The top of the spectrum, $E_0+W$, moves from 380.8 to 1523.8 eV, a factor 4.00, as expected for a kinetic energy limited by $1/h^2$. The ground state moves by only 0.007 eV. The width grows by $1539.8/396.8=3.88$, whose square root is 1.97. The thermal degree rises from 138 to 272, a factor 1.97, and the real-time degree from 842 to 3155, a factor 3.75. In this model $W$ is a property of the grid more than of the well, and refinement raises the number of multiplications as $1/h$ in imaginary time and nearly as $1/h^2$ in real time. Each multiplication also takes longer, because the number of grid points grows as $1/h$. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Bessel check at z = 1000, k = 100:
  exp(-z) I_k = 8.515588e-05, saddle = 8.514545e-05
  Gaussian = 8.500367e-05
Tolerance eps = 1e-06, ln(1/eps) = 13.8155
erfcinv(eps) = 3.4589, sqrt(ln(1/eps)) = 3.7169
Airy tail point y = 6.5194
Interval degrees: z=tau, K thermal, K real time, Airy estimate
     100     49    125     124.0
     400     98    439     438.1
    1600    196   1661    1660.5
    6400    391   6497    6496.1
Last growth factors: thermal 1.995, real time 3.911
K / sqrt(beta W ln(1/eps)) at beta W = 60000:
  eps = 1e-03: 0.8854
  eps = 1e-06: 0.9303
  eps = 1e-12: 0.9592
  eps = 1e-50: 0.9873
  eps = 1e-200: 0.9972
beta W = 1, eps = 1e-12: K = 9, root law 5.26
Midpoint norm: K = 235, 914 at z = 150, 600
  slope dK/dz = 1.5089, predicted 1.5089
Top of spectrum, z = 100: error 2.2e-07, true value 1.4e-87
Weight beyond 0.9 tau, tau = 2000: 0.2859, arcsine law 0.2871
tau = 100, K = 80: floor 0.6416, series 1.2176, least squares 1.1879
Well depth 20 eV, length 2 angstrom, box grid from -15 to 15 angstrom
h = 0.2 angstrom, beta = 1 /eV, t = 1 hbar/eV
  E0 = -16.004 eV, W = 396.77 eV, beta W = 396.8
  thermal K = 69, erfcinv law 68.9, root law 74.0
  real-time K = 229, W t/2 = 198.4
h = 0.2 angstrom, beta = 4 /eV, t = 4 hbar/eV
  E0 = -16.004 eV, W = 396.77 eV, beta W = 1587.1
  thermal K = 138, erfcinv law 137.8, root law 148.1
  real-time K = 842, W t/2 = 793.5
  bounds: thermal 158.5, real time 853
  t = 2.633 fs
h = 0.2 angstrom, beta = 16 /eV, t = 16 hbar/eV
  E0 = -16.004 eV, W = 396.77 eV, beta W = 6348.3
  thermal K = 276, erfcinv law 275.6, root law 296.1
  real-time K = 3251, W t/2 = 3174.1
h = 0.1 angstrom, beta = 4 /eV, t = 4 hbar/eV
  E0 = -15.997 eV, W = 1539.75 eV, beta W = 6159.0
  thermal K = 272, erfcinv law 271.5, root law 291.7
  real-time K = 3155, W t/2 = 3079.5
Halved spacing: thermal K x 1.971, real-time K x 3.747
```
